# Why hydrogen can leave silicon slowly despite a high cold-surface barrier

## Definitions and conventions

Let \(s\) be the height of a hydrogen molecule of mass \(m\) above a surface, and \(q\) one lattice coordinate of mass \(M\), frequency \(\omega\) and force constant \(k=M\omega^2\). Energies are counted from a molecule at rest far above the relaxed clean surface, which has \(q=0\). The model potential is

\[
V=E_s(2x-x^2)+\tfrac12k(q-q_sx)^2,\qquad x=e^{-s/a}.
\]

The lattice would like to sit at \(q_sx\), so it is displaced when the molecule is near and relaxed when it has gone. With \(Q=q/q_s\) and \(E_L=\tfrac12kq_s^2\), the second term is \(E_L(Q-x)^2\). I take \(E_L<E_s\) and write \(\Delta=E_s-E_L\).

The motion is classical. The potential describes the barrier and the exit channel, not the adsorption well. Molecular vibration, rotation and lateral motion are left out. The translational energy \(E_t\) is that of motion along \(s\). Without a barrier, molecules leaving at temperature \(T\) have a flux distribution \(e^{-E/k_BT}dE\) with mean \(k_BT\), so "excess" means the mean \(E_t\) minus \(k_BT\).

## Two barriers on one surface

If the lattice follows the molecule, \(Q=x\) and the energy is \(E_s-E_s(1-x)^2\). Its maximum, at \(x=Q=1\), is the saddle, of height \(E_s\). The lattice strain there, measured from the clean surface, is \(E_LQ^2=E_L\).

If the lattice is held at some \(Q\), expanding the squares gives

\[
V=E_LQ^2+2(E_s-E_LQ)x-\Delta x^2 .
\]

The first term is present without the molecule. The rest is largest at \(x=(E_s-E_LQ)/\Delta\), provided \(Q<E_s/E_L\), and the barrier met by the molecule is

\[
B(Q)=\frac{(E_s-E_LQ)^2}{\Delta},\qquad E_c\equiv B(0)=\frac{E_s^2}{\Delta},\qquad B(1)=\Delta .
\]

A cold surface presents \(E_c\). A surface already distorted to the saddle geometry presents \(\Delta=E_s^2/E_c\). Strain therefore acts in both directions: it raises the barrier for a molecule arriving at a relaxed lattice, and it lowers the energy available to a molecule leaving a distorted one.

## What the lattice keeps

Start at rest at the saddle in the distant past. The lattice obeys \(\ddot Q+\omega^2Q=\omega^2x\). Its lag \(\delta=Q-x\) then obeys \(\ddot\delta+\omega^2\delta=-\ddot x\). The solution that starts from zero, integrated once by parts, is

\[
\delta(t)=-\int_{-\infty}^{t}\dot x(t')\cos\omega(t-t')\,dt' .
\]

The boundary terms vanish because \(\dot x\to0\) in the past and \(\sin\omega(t-t')=0\) at \(t'=t\).

After the exit \(x=0\) and \(Q=\delta\). With \(I=\int\dot x\,e^{i\omega t}dt\), we have \(Q=-\mathrm{Re}(e^{-i\omega t}I)\) and \(\dot Q/\omega=-\mathrm{Im}(e^{-i\omega t}I)\). The lattice energy and the translational energy are

\[
E_{\rm lat}=E_L\left(Q^2+\dot Q^2/\omega^2\right)=E_L|I|^2,\qquad E_t=E_s-E_{\rm lat}.
\]

This bounds \(E_t\). Since \(dx/ds=-x/a\), the force on the molecule is

\[
-\frac{\partial V}{\partial s}=\frac{2x}{a}\left[E_s(1-x)-E_L(Q-x)\right].
\]

As long as \(x\) has been falling from 1, the integral for \(\delta\) gives \(Q-x\le1-x\). The force is then at least \(2x\Delta(1-x)/a>0\), so the molecule keeps accelerating outward and \(x\) keeps falling. Hence \(|I|\le\int|\dot x|dt=1\), and

\[
E_s-E_L\le E_t\le E_s<E_c .
\]

The last inequality needs \(E_L>0\).

Where \(E_t\) lies in this range depends on timing. For a slow lattice, set \(Q=1\) during the exit. Then \(V=E_s-\Delta(1-x)^2\), and energy conservation gives \(\tfrac12m\dot s^2=\Delta(1-x)^2\). Therefore

\[
\dot x=-\nu x(1-x),\qquad \nu=\frac1a\sqrt{\frac{2\Delta}{m}},\qquad x=\frac1{1+e^{\nu t}} .
\]

Using \(x\) as the integration variable, with \(e^{\nu t}=(1-x)/x\) and \(y=\omega/\nu\),

\[
I=-\int_0^1\left(\frac{1-x}{x}\right)^{iy}dx=-\Gamma(1+iy)\Gamma(1-iy)=-\frac{\pi y}{\sinh\pi y},
\]

\[
E_{\rm lat}\simeq E_L\left(\frac{z}{\sinh z}\right)^2,\qquad z=\frac{\pi\omega}{\nu}.
\]

For small \(z\) the lattice keeps \(E_L(1-z^2/3)\). Beyond small \(z\) the formula stays close only when \(E_L\ll E_s\); at strong coupling it underestimates what the lattice keeps (0.113 eV against 0.187 eV from the trajectory if \(E_L\) is raised to 0.27 eV in the worked case below). In the opposite limit the lattice follows the molecule, returns its strain energy during the exit, and \(E_t\to E_s\). A high cold barrier is thus not enough for slow molecules: \(E_L\) must be a large part of \(E_s\), and the lattice must be slow.

## How large: a worked case

Take round parameters: \(E_s=0.30\) eV, \(E_L=0.15\) eV, \(a=0.03\) nm, \(\hbar\omega=20\) meV, \(m=2\) u and \(M=28\) u. The cold barrier is \(0.30^2/0.15=0.60\) eV. The exit time \(1/\nu\) is 7.9 fs and the lattice time \(1/\omega\) is 33 fs, so \(\omega/\nu=0.24\) and \(z=0.75\). The formula gives \(E_{\rm lat}=0.125\) eV.

Numerical integration of both equations of motion, started slightly outside the saddle along its unstable direction, gives \(E_{\rm lat}=0.126\) eV and

\[
E_t=0.30-0.126=0.174\ \text{eV}\quad(16.8\ \text{kJ/mol}),
\]

which is 29% of the cold barrier. The lattice keeps 84% of its strain energy as vibration.

Repeating the integration with the cold barrier fixed at 0.60 eV, and with \(a\), \(\omega\) and the masses unchanged, shows the role of strain; the saddle height \(E_s\) then has to change with it:

| \(E_s\) (eV) | \(E_L\) (eV) | \(E_t\) (eV) |
|---|---|---|
| 0.20 | 0.133 | 0.103 |
| 0.30 | 0.150 | 0.174 |
| 0.40 | 0.133 | 0.280 |
| 0.60 | 0 | 0.600 |

The first and third rows have the same strain energy but very different \(E_t\), so \(E_L\) alone does not fix the result. At a fixed cold barrier the share \(E_L/E_s\) matters most, and the exit speed, which depends on \(E_s-E_L\), also enters. The last row is a rigid lattice: the whole barrier becomes translation. Returning to the case \(E_s=0.30\) eV and raising \(\hbar\omega\) to 200 meV at fixed \(E_L\) gives \(E_t=0.300\) eV, the lattice-following limit.

## Thermal desorption and detailed balance

In equilibrium, the molecules that leave are the time reverse of those that arrive and stick. For a slow lattice, arrivals with \(E>B(Q)\) stick, and their statistical weight is \(e^{-(E+E_LQ^2)/k_BT}\). Integrating over \(E\) leaves the weight \(e^{-(B+E_LQ^2)/k_BT}\), with mean energy \(B+k_BT\) at given \(Q\). Put \(Q=1+\eta\), so that \(E_s-E_LQ=\Delta-E_L\eta\). The terms linear in \(\eta\) cancel:

\[
B+E_LQ^2=E_s+\frac{E_LE_s}{\Delta}\eta^2 .
\]

Thus \(\langle\eta\rangle=0\) and \(\langle\eta^2\rangle=k_BT\Delta/(2E_LE_s)\). Since \(B=\Delta-2E_L\eta+E_L^2\eta^2/\Delta\),

\[
\langle E_t\rangle=E_s-E_L+k_BT\left(1+\frac{E_L}{2E_s}\right).
\]

This neglects the small tail \(Q>E_s/E_L\), where there is no barrier. Both thermal desorption and sticking from a gas at the surface temperature are dominated by lattices distorted to around \(Q=1\). Slow desorbing molecules and a high cold barrier are therefore compatible with detailed balance. The same result describes desorption into vacuum if the adsorbed layer stays thermal.

At 800 K, \(k_BT=0.069\) eV and the formula gives \(0.15+1.25\times0.069=0.236\) eV. A fixed barrier of 0.60 eV would give 0.669 eV.

With the lattice free to move at 20 meV, two sets of classical trajectories were run: 20,000 drawn from the equilibrium flux through \(s=0\), and 40,000 sent in from the gas. The mean energy is \(0.253\pm0.001\) eV for desorbing molecules and \(0.262\pm0.002\) eV for sticking ones. Detailed balance requires these to be equal. They differ by about 3.5 combined standard errors, but this is a sampling fluctuation: covering the same two ensembles with evenly spread (Sobol) starting points gives 0.256 eV for both. The excess is therefore about 0.19 eV: far below 0.60 eV, but not zero. About 1% of the desorbing molecules carry more than the cold barrier.

The same mechanism makes sticking depend on surface temperature. For a 0.30 eV beam, 10,000 trajectories at each temperature give a sticking probability of 0.03 at 300 K and 0.13 at 800 K. On a classical lattice at rest, sticking begins at 0.571 eV, slightly below \(E_c\), because the lattice yields a little during the approach.

## Beside real silicon

The parameters are in the rough regime of H\(_2\) on Si(001), where surface dimers change their geometry as hydrogen leaves; they are not fitted to it, and the sticking probabilities do not carry over: the model gives about \(10^{-2}\) at 800 K with an activation energy near 0.3 eV, whereas measured sticking on Si(001) terraces is orders of magnitude smaller and more strongly activated. A real surface has several desorption pathways and many lattice modes. The harmonic form is also strained by this example: at the top of the cold barrier, \(x=2\), the lattice rest point lies at \(2q_s=0.067\) nm, a large displacement for a linear spring.

Some omissions have small effects on the quantities checked here. Damping the lattice mode within about one period changes \(E_t\) from 0.174 to 0.173 eV. Near the saddle the motion is partly H–H stretching, which has a smaller effective mass; using 1 u throughout gives 0.163 eV, and 0.5 u, the reduced mass of the pure stretch, gives 0.157 eV. At 800 K the lattice's quantum thermal energy exceeds the classical value by 0.7%. For 2 u, the Wigner estimate of tunnelling raises the rate by 6%, and the crossover to tunnelling lies near 160 K; for an effective mass of 1 u these become 13% and 220 K, and for 0.5 u 25% and 310 K.

Two omissions are larger. On a cold surface \(E_L\langle Q^2\rangle=\hbar\omega/4\), so zero-point motion gives \(Q\) a spread of 0.18. Multiplied by \(|dB/dQ|=2E_LE_s/\Delta=0.60\) eV, this smears the cold barrier by 0.11 eV, and the sharp classical threshold should not be expected. The second is molecular vibration. Its quantum is roughly 0.5 eV, so half a quantum of zero-point energy, 0.25 eV, is as large as the calculated mean \(E_t\). A change in this energy between saddle and gas could shift \(E_t\) substantially, and this model cannot say by how much. It shows that lattice relaxation can by itself combine slow desorbing molecules with a high cold barrier, not that this is the whole cause on silicon.

## What to do about it

**Do not use the cold barrier as a thermal activation energy when the lattice relaxes.** With gas and surface both at 800 K, a fixed barrier gives a sticking probability \(e^{-0.60/0.0689}\approx1.7\times10^{-4}\). The moving-lattice trajectories give about \(9\times10^{-3}\), some fifty times more. In a reactor model, use the saddle energy \(E_s\), counted from the gas, for sticking when gas and surface share one temperature, with a prefactor (0.73 here, close to the slow-lattice value \(\sqrt{\Delta/E_s}=0.71\) that follows from the Gaussian weight in \(\eta\)). For a real molecule the prefactor must also contain the ratio of partition functions, saddle to gas, for the rotation, vibration and lateral motion left out of this model; it can change the sticking probability substantially. For desorption the saddle energy must instead be counted from the adsorbed state, which this model does not describe. Keep the cold barrier for fast molecules striking a cold surface, but only as a rough marker of a broad threshold: in this example, classical trajectories on a lattice with its Gaussian zero-point spread give 16% sticking at 0.47 eV, 50% at 0.57 eV and 84% at 0.68 eV, and a quantum treatment of both coordinates widens the range slightly, to 0.46–0.69 eV.

**Report surface temperature with every sticking probability**, and keep it separate from gas temperature or beam energy.

**Estimate the strain from two energies.** If the lattice is slow and this potential is adequate, \(E_s\approx\sqrt{E_cE_t}\) and \(E_L\approx E_s-E_t\), where \(E_t\) is the value for release from rest at the saddle. To estimate it from thermal desorption, subtract \(k_BT(1+E_L/2E_s)\) from the mean energy, not \(k_BT\) alone. Applied to the example, \(\sqrt{0.60\times0.174}=0.32\) eV, which is 8% above the true 0.30 eV because the lattice is not infinitely slow. With a 40 meV lattice the estimate would be 20% too high.

**Treat an isotope comparison with care.** On the same potential, a molecule of 4 u leaves more slowly, gives the lattice more time to return energy, and has \(E_t=0.191\) eV instead of 0.174 eV. This shift of 0.017 eV is small beside the possible effect of the omitted vibration.
